# Overtone and Combination Intensities in Classical, Centroid, Ring-Polymer and Matsubara Dynamics, part 1

(Sections cited here and not found follow in the second part.)

## 1. Classical and quantum line weights

**What dimensions and parity allow**

Consider one vibration with potential and dipole

$$V(q)=\tfrac12\omega^2q^2+g\,q^3,\qquad \mu(q)=q+b\,q^2. \tag{1}$$

The coordinate is mass-weighted, so the mass is one, and the dipole is measured in units of its linear coefficient. The constants $g$ and $b$ are small and are counted as quantities of the same, first, order. They describe mechanical and electrical anharmonicity. A cubic potential has no lower bound, so (1) is understood as the beginning of an expansion. A quartic term of second order closes the well and does not change the leading results below.

Let $A$ be the weight of the line near $2\omega$ in the dipole correlation function, that is, the coefficient of $\cos 2\omega t$. It vanishes for $g=b=0$. Reflecting $q\to-q$ turns $V(q;g)$ into $V(q;-g)$ and $\mu(q;b)$ into $-\mu(q;-b)$. A correlation function of $\mu$ with itself does not see the overall sign, so $A(g,b)=A(-g,-b)$. There is no first-order term, and $A$ begins as a quadratic form in $g$ and $b$.

The quantities $b$ and $g/\omega^2$ both have the dimension of an inverse coordinate, while $A$ has that of $q^2$. The quadratic form must therefore be multiplied by a quantity of dimension $q^4$. With $\beta=1/k_BT$, the combination $1/(\beta\omega^2)$ has the dimension of $q^2$, and the only dimensionless parameter left is

$$x=\beta\hbar\omega. \tag{2}$$

Hence, with $u_1=b$ and $u_2=g/\omega^2$,

$$A=\frac{1}{\beta^2\omega^4}\sum_{i,j=1}^{2}u_iu_j\,F_{ij}(x). \tag{3}$$

Classical mechanics contains no $\hbar$, so its $F_{ij}$ are pure numbers. The relative error of classical dynamics in the leading overtone weight can therefore depend on temperature through $x$ alone. What remains is to find the functions $F_{ij}$. Centroid and ring-polymer dynamics contain $\hbar$ in their definitions, so dimensions do not settle their case.

**Correlation function and intensity**

The quantum correlation function used here is the Kubo transform

$$C(t)=\frac{1}{\beta Z}\int_0^\beta d\lambda\;\mathrm{Tr}\!\left[e^{-(\beta-\lambda)H}\mu\,e^{-\lambda H}\mu(t)\right],\qquad Z=\mathrm{Tr}\,e^{-\beta H}. \tag{4}$$

In the eigenstates of $H$, the pair $(n,m)$ contributes $|\mu_{nm}|^2e^{i(E_m-E_n)t/\hbar}$ times

$$\frac{1}{\beta Z}\int_0^\beta d\lambda\,e^{-\beta E_n}e^{\lambda(E_n-E_m)}=\frac{p_n-p_m}{\beta(E_m-E_n)},\qquad p_n=\frac{e^{-\beta E_n}}{Z}. \tag{5}$$

This factor is unchanged when $n$ and $m$ are exchanged, so the two orderings add to a cosine. The weight of a band is

$$A=2\sum_{n,m}|\mu_{nm}|^2\,\frac{p_n-p_m}{\beta(E_m-E_n)}, \tag{6}$$

summed over the upward transitions $n\to m$ that belong to the band. Anharmonicity spreads these transitions slightly in frequency, and $A$ collects the whole cluster.

By the golden rule, the net power absorbed at frequency $\Omega$ is proportional to $\Omega(p_n-p_m)|\mu_{nm}|^2$, which by (6) is $\tfrac12\beta\hbar\Omega^2$ times the weight. All methods discussed here approximate $C(t)$, and their spectra are converted to absorption with this same prefactor. For lines at the same frequency, ratios of weights are then ratios of intensities.

**The component at twice the frequency**

The equation of motion is $\ddot q+\omega^2q=-3g\,q^2$. It holds classically and also for Heisenberg operators, because $[p,q^3]=-3i\hbar q^2$. Write $(\,\cdot\,)_\Omega$ for the part of a quantity that oscillates as $e^{-i\Omega t}$. Classically this is a Fourier component of the orbit; in quantum mechanics it is a matrix element $\langle n|\cdot|m\rangle$ with $E_m-E_n=\hbar\Omega$. In both cases two time derivatives give $-\Omega^2$, so

$$(\omega^2-\Omega^2)\,(q)_\Omega=-3g\,(q^2)_\Omega. \tag{7}$$

Near $\Omega=2\omega$ the bracket is $-3\omega^2$ at lowest order, and $(q^2)_\Omega$ may be taken from the harmonic motion because $g$ already stands in front. Thus $(q)_{2\omega}=(g/\omega^2)(q^2)_{2\omega}$. Adding the electrical term of (1),

$$(\mu)_{2\omega}=\kappa\,(q^2)_{2\omega},\qquad \kappa=b+\frac{g}{\omega^2}. \tag{8}$$

The two anharmonicities add as amplitudes. They can reinforce or cancel each other, and in both mechanics they do so in the same combination. All the $F_{ij}$ in (3) are therefore equal to one function. If $\kappa$ nearly vanishes, the leading term is lost and the results below say nothing about the small remainder.

**Classical weight**

The classical function is $C(t)=\langle\mu(0)\mu(t)\rangle$. The Boltzmann distribution is stationary, so the time origin can be averaged over. Products of components with different frequencies then vanish, and a component $c\,e^{-2i\omega t}+\bar c\,e^{2i\omega t}$ gives

$$A=2\langle c\,\bar c\rangle. \tag{9}$$

Since $c$ is already of first order, the leading weight needs only the harmonic distribution. Corrections to the distribution affect higher orders.

The harmonic motion is

$$q(t)=\tfrac12\left(a\,e^{-i\omega t}+\bar a\,e^{i\omega t}\right),\qquad a=q(0)+\frac{i\,p(0)}{\omega}. \tag{10}$$

Squaring gives

$$q^2=\tfrac14\left(a^2e^{-2i\omega t}+\bar a^2e^{2i\omega t}+2a\bar a\right), \tag{11}$$

so $c=\kappa a^2/4$. The harmonic averages are $\langle q^2\rangle=1/(\beta\omega^2)$ and $\langle p^2\rangle=1/\beta$, whence $\langle a\bar a\rangle=2/(\beta\omega^2)$ and $\langle a^2\rangle=\langle q^2\rangle-\langle p^2\rangle/\omega^2=0$. For Gaussian variables a fourth moment is the sum over pairings. Two pairings survive here:

$$\langle a^2\bar a^2\rangle=2\langle a\bar a\rangle^2=\frac{8}{\beta^2\omega^4}. \tag{12}$$

Inserting this in (9) gives $A=2(\kappa^2/16)\,8/(\beta^2\omega^4)$, or

$$A_{\rm cl}=\frac{\kappa^2}{\beta^2\omega^4}. \tag{13}$$

**Quantum weight**

Let $y=e^{-x}$, so that $p_n=(1-y)y^n$ for the harmonic oscillator. The harmonic matrix element is $\langle n|q^2|n+2\rangle=(\hbar/2\omega)\sqrt{(n+1)(n+2)}$. The population sum follows by differentiating a geometric series twice:

$$\sum_n p_n(n+1)(n+2)=(1-y)\frac{d^2}{dy^2}\frac{1}{1-y}=\frac{2}{(1-y)^2}. \tag{14}$$

The population difference is $p_n-p_{n+2}=p_n(1-y^2)$, and the energy denominator in (6) is $\beta\cdot2\hbar\omega=2x$. Therefore

$$A_{\rm qu}=2\kappa^2\frac{\hbar^2}{4\omega^2}\,\frac{2}{(1-y)^2}\,\frac{1-y^2}{2x}
=\frac{\kappa^2\hbar^2}{2\omega^2x}\,\frac{1+y}{1-y}. \tag{15}$$

The last fraction is $\coth(x/2)$. Dividing by (13) produces a factor $\beta^2\hbar^2\omega^2=x^2$, and

$$R(x)=\frac{A_{\rm qu}}{A_{\rm cl}}=\frac x2\coth\frac x2. \tag{16}$$

For the fundamental, $|\langle n|q|n+1\rangle|^2=(\hbar/2\omega)(n+1)$ and $\sum_np_n(n+1)=1/(1-y)$. Equation (6) gives

$$A_{\rm fund}=2\,\frac{\hbar}{2\omega}\,\frac{1}{1-y}\,\frac{1-y}{x}=\frac{1}{\beta\omega^2}, \tag{17}$$

which contains no $\hbar$ and is the classical value. At this order a classical simulation has the right fundamental and a weak overtone, so the deficiency cannot be removed by rescaling the whole spectrum.

The function $R$ is also the ratio of the quantum to the classical variance of the harmonic coordinate, since the quantum variance is $(\hbar/2\omega)\coth(x/2)$. At high temperature $R\simeq1+x^2/12$. At low temperature $R\to x/2$. In the cold limit the absorption, proportional to $\beta A$, tends to a constant, as it must for absorption from the ground state. The classical value of $\beta A$ falls in proportion to $T$, because the classical oscillator comes to rest at the bottom of the well and no longer explores the anharmonicity.

**Sum and difference bands**

Take two vibrations with $\omega_1>\omega_2$, coupling $G\,q_1^2q_2$ and dipole $q_1$. The force on $q_1$ is $-2G\,q_1q_2$ beyond the harmonic one. At $\Omega_\pm=\omega_1\pm\omega_2$ the argument of (7) gives

$$(q_1)_{\Omega_\pm}=\kappa_\pm(q_1q_2)_{\Omega_\pm},\qquad \kappa_\pm=\frac{2G}{\Omega_\pm^2-\omega_1^2}=\frac{2G}{\omega_2(\omega_2\pm2\omega_1)}. \tag{18}$$

The denominator of $\kappa_-$ vanishes at the Fermi resonance $\omega_2=2\omega_1$. The ordering chosen here excludes it, but with other orderings or couplings such resonances occur, and near them the expansion fails.

Classically, the product of two motions of the form (10) has the component $a_1a_2/4$ at $\Omega_+$ and $a_1\bar a_2/4$ at $\Omega_-$. The modes are independent at lowest order, so both weights are

$$A_{\pm,\rm cl}=\frac{2\kappa_\pm^2}{16}\,\frac{2}{\beta\omega_1^2}\,\frac{2}{\beta\omega_2^2}=\frac{\kappa_\pm^2}{2\beta^2\omega_1^2\omega_2^2}. \tag{19}$$

In quantum mechanics the squared matrix elements of $q_1q_2$ are $\hbar^2/(4\omega_1\omega_2)$ times $(n_1+1)(n_2+1)$ for the sum band and $(n_1+1)n_2$ for the difference band. Put $x_i=\beta\hbar\omega_i$ and $y_i=e^{-x_i}$. The thermal averages are $\langle n_i+1\rangle=1/(1-y_i)$ and $\langle n_2\rangle=y_2/(1-y_2)$. The relative population differences are $1-y_1y_2$ and $1-y_1/y_2$. Inserting these in (6) and dividing by (19) gives

$$R_+=\frac{x_1x_2}{x_1+x_2}\,\frac{1-y_1y_2}{(1-y_1)(1-y_2)},\qquad
R_-=\frac{x_1x_2}{x_1-x_2}\,\frac{y_2-y_1}{(1-y_1)(1-y_2)}. \tag{20}$$

Using $\coth(x_i/2)=(1+y_i)/(1-y_i)$ and a common denominator, one finds

$$R_\pm=\frac{x_1x_2}{x_1\pm x_2}\cdot\frac12\left[\coth\frac{x_2}{2}\pm\coth\frac{x_1}{2}\right]
=\frac{x_1R(x_2)\pm x_2R(x_1)}{x_1\pm x_2}. \tag{21}$$

$R_+$ is a weighted mean of two numbers not less than one, so classical dynamics underestimates sum bands. For the difference band,

$$1-R_-=\frac{x_1x_2}{x_1-x_2}\left[\frac{R(x_1)-1}{x_1}-\frac{R(x_2)-1}{x_2}\right]. \tag{22}$$

With $z=x/2$, the function in the bracket is $(R-1)/x=\tfrac12(\coth z-1/z)$. Its derivative with respect to $z$ is $\tfrac12(1/z^2-1/\sinh^2z)>0$. Hence $R_-<1$, and classical dynamics overestimates difference bands. Classical combination intensities are therefore too small for sum bands and too large for difference bands. A difference band needs a quantum already present in mode 2. When $x_2$ and $x_1-x_2$ are large, (20) gives $R_-\simeq[x_1x_2/(x_1-x_2)]\,e^{-x_2}$, which falls exponentially on cooling, whereas classical mode 2 has energy to give at any temperature.

**Numbers**

For a check take $\hbar=\omega=1$, $g=0.01$, $b=0.005$ and a quartic term $g^2q^4$. Then $\kappa=0.015$, and at $x=8$ equation (13) gives $0.015^2/64=3.52\times10^{-6}$. Numerically integrated anharmonic orbits give $3.517\times10^{-6}$, and diagonalization with (6) gives $1.408\times10^{-5}$. Their ratio is $4.005$, against $4\coth4=4.003$. At $x=2$ the ratio is $1.313$, in agreement with (16) to the digits shown.

For round model wavenumbers of 3500 and 1600 cm⁻¹ the factors are as follows.

| $T$ (K) | $R$, 3500 | $R$, 1600 | $R_+$ | $R_-$ |
|---|---|---|---|---|
| 150 | 16.79 | 7.67 | 10.53 | $6.1\times10^{-6}$ |
| 300 | 8.39 | 3.84 | 5.27 | $6.6\times10^{-3}$ |
| 600 | 4.20 | 2.00 | 2.69 | 0.154 |

At 300 K the upper mode has $x=16.786$, so $R=8.393\coth 8.393\simeq8.39$. With $x_2=7.673$ for the lower mode, (21) gives $R_+=(16.786\times3.840+7.673\times8.393)/24.459=5.27$. A mode at 200 cm⁻¹ has $x=0.959$ and $R=1.08$ at this temperature, so its overtone is nearly classical. The table gives leading-order factors and assumes no resonance. The overtone of the lower mode, at 3200 cm⁻¹, lies only 300 cm⁻¹ from the upper fundamental. If it borrows its intensity through a coupling $k\,Q_1Q_2^2$ in dimensionless normal coordinates with $k=100$ cm⁻¹, its quantum weight at 300 K is 3.4, not 3.84, times the leading classical weight.

## 2. Centroid, ring-polymer and Matsubara dynamics

**Symbols and results carried over**

The vibration has frequency $\omega$, cubic constant $g$ and dipole $q+bq^2$, with unit mass and $x=\beta\hbar\omega$. The harmonic amplitude is $a=q+ip/\omega$. At leading order the dipole component at $2\omega$ is $\kappa a^2/4$ with $\kappa=b+g/\omega^2$. The weight of a line is twice the average of its component times the conjugate component, equation (9). The classical overtone weight is $A_{\rm cl}=\kappa^2/(\beta^2\omega^4)$, and the quantum weight is larger by $R=(x/2)\coth(x/2)$. For sum and difference bands of two modes the factors are $R_\pm$ of (21).

**Modes of the imaginary-time path**

Quantum statistics can be written as a sum over closed paths $q(\tau)$ with period $\beta\hbar$. Expand a smooth path as

$$q(\tau)=Q_0+\sqrt2\sum_{k=1}^{M}\left[Q_k\sin\nu_k\tau+Q_{-k}\cos\nu_k\tau\right],\qquad \nu_k=\frac{2\pi k}{\beta\hbar}. \tag{23}$$

The $\nu_k$ are Matsubara frequencies, with $\nu_{-k}=-\nu_k$. The mode $Q_0$ is the centroid, the mean of the path. Let $[\,\cdot\,]_\tau$ denote the mean over $\tau$. The functions in (23) are orthonormal under this mean, so $[q^2]_\tau=\sum_kQ_k^2$, where sums over $k$ run from $-M$ to $M$. The path weight is $\exp\{-\hbar^{-1}\int_0^{\beta\hbar}d\tau\,[\tfrac12(dq/d\tau)^2+V(q)]\}$, which becomes

$$\exp\left\{-\beta\left(\tfrac12\sum_k\Omega_k^2Q_k^2+g\,[q^3]_\tau\right)\right\},\qquad \Omega_k^2=\omega^2+\nu_k^2. \tag{24}$$

At lowest order each mode is Gaussian with variance $1/(\beta\Omega_k^2)$. The centroid has the classical variance $1/(\beta\omega^2)$, since $\nu_0=0$. The quantum excess of $\langle q^2\rangle$ resides in the internal modes, $k\neq0$.

**Centroid dynamics**

In centroid molecular dynamics the centroid moves classically in the potential of mean force $V_c(Q)$ obtained by averaging over the internal modes at fixed $Q_0=Q$. Here the dipole is evaluated at the centroid. Write $q(\tau)=Q+\delta(\tau)$. At first order in $g$ the cubic term is replaced by its Gaussian average. The odd moments of $\delta$ vanish, and with $\sigma^2=\sum_{k\neq0}1/(\beta\Omega_k^2)$,

$$V_c(Q)=\tfrac12\omega^2Q^2+g\left(Q^3+3\sigma^2Q\right)+\text{const}+O(g^2). \tag{25}$$

The linear term moves the minimum by $-3g\sigma^2/\omega^2$. Expanding about the new minimum changes the squared frequency by $6g$ times this shift, which is second order, and leaves the cubic constant equal to $g$. The shift also changes the linear dipole coefficient by a second-order amount. Thus the calculation leading to (13) applies unchanged, and

$$A_{\rm centroid}=A_{\rm cl} \tag{26}$$

at leading order. Averaging over quantum fluctuations corrects the mean force but does not let those fluctuations drive the overtone in time. For two modes the average of $G\,q_1^2q_2$ is $G(Q_1^2Q_2+\sigma_1^2Q_2)$, again the same cubic coupling plus a linear term, and the classical weights (19) follow.

For the reduced model of Section 1 at $x=8$, the centroid potential was also obtained from the quantum trace with the centroid constrained. Its fitted cubic constant is $0.0100$, equal to $g$ to the digits shown. Orbits in this potential give an overtone weight $1.0005$ times the classical one, whereas the quantum weight is four times as large.

At leading order, classical dynamics gives the right fundamental but makes overtones and sum bands too weak and difference bands too strong, and centroid dynamics gives the same classical weights. It remains to find what ring-polymer and Matsubara dynamics give for these bands.
